The L edge of a 3d0 ion in octahedral symmetry

**Problem**

An ion with ground configuration 2p⁶3d⁰ sits at an octahedral site. Its L edge comes from 2p⁶3d⁰ → 2p⁵3d¹.

(a) Branch the J levels of 2p⁵3d¹ to O_h and show that seven T₁u levels are dipole allowed.

(b) Derive the matrix that gives their energies and intensities.

(c) Compute the edge for ζ_p = 4, ζ_d = 0.03, 10Dq = 2, F² = 5, G¹ = 4 and G³ = 2 eV. These are round model parameters, not fitted to a material.

The model has one ion, one excited configuration, a rigid cubic site and no charge transfer. The spin-orbit terms are ζ l·s/ħ². F² and the G's are p–d Slater integrals, with e² included. Energies are measured from E₀, which contains the orbital energies, the repulsion among the p electrons (the same for all states of 2p⁵), F⁰ and the spherical field of the full p shell.

**Solution**

**(a) Symmetry**

A p hole and a d electron give L = 1, 2, 3 and S = 0, 1. The singlets have J = 1, 2, 3. The triplets have J = 0,1,2 (P), 1,2,3 (D) and 2,3,4 (F). So J = 0, 1, 2, 3, 4 occurs 1, 3, 4, 3, 1 times, which accounts for 1 + 9 + 20 + 21 + 9 = 60 states. Five p electrons and one d electron have odd parity.

A rotation by α has character sin[(J+½)α]/sin(α/2). For the classes E, 8C₃, 3C₂, 6C₄, 6C₂′:

J=0: 1, 1, 1, 1, 1
J=1: 3, 0, −1, 1, −1
J=2: 5, −1, 1, −1, 1
J=3: 7, 1, −1, −1, −1
J=4: 9, 0, 1, 1, 1

The irreducible characters are

A₁: 1, 1, 1, 1, 1
A₂: 1, 1, 1, −1, −1
E: 2, −1, 2, 0, 0
T₁: 3, 0, −1, 1, −1
T₂: 3, 0, −1, −1, 1

Adding rows gives the branching:

0 → A₁u
1 → T₁u
2 → E_u + T₂u
3 → A₂u + T₁u + T₂u
4 → A₁u + E_u + T₁u + T₂u

T₁u occurs 3 + 3 + 1 = 7 times. The closed-shell ground state is A₁g and the dipole operator is T₁u, so the final state must be T₁u. These are seven triply degenerate levels, 21 states in all; light polarized along z reaches one state of each. Being allowed does not guarantee intensity, which has to be calculated.

**(b) The seven-state matrix**

*Basis.* Write xz·x for an electron in d_xz and a hole in p_x. Let z2 and q be the normalized d orbitals 3z²−r² and x²−y², and let q_x, q_y be those of y²−z² and z²−x². Define

t_z = (xz·x + yz·y)/√2, e_z = z2·z
t′_z = (xz·x − yz·y)/√2, e′_z = q·z
u = (yz·x − xz·y)/√2

The x and y partners follow from x→y→z→x; for example e′_x = q_x·x. A state is a pair matrix M = Φσ_a/√2, where Φ is the orbital part and σ_a is 1 (singlet) or a Pauli matrix (triplet). Leaving out the common 1/√2, the basis is

|1⟩ = t_z, |2⟩ = e_z
|3⟩ = i(t_xσ_y − t_yσ_x)/√2, |4⟩ = i(e_xσ_y − e_yσ_x)/√2
|5⟩ = i(t′_xσ_y + t′_yσ_x)/√2, |6⟩ = i(e′_xσ_y + e′_yσ_x)/√2
|7⟩ = i u σ_z

Each is unchanged by a quarter turn about z and reversed by a half turn about x. Among the irreducible representations only the z partner of T₁ does this. Seven orthonormal states therefore exhaust the seven T₁u levels.

The following inversions are needed:

yz·z = (t_y+t′_y)/√2, xz·z = (t_x−t′_x)/√2
xy·x = (t_y−t′_y)/√2, xy·y = (t_x+t′_x)/√2
z2·x = −½e_x − (√3/2)e′_x, z2·y = −½e_y + (√3/2)e′_y
q_x·y = (√3/2)e_y − ½e′_y, q_y·x = −(√3/2)e_x − ½e′_x

*Spin-orbit coupling of the hole.* A one-electron operator h acts on the d electron as M → hM. On the hole it acts as M → −Mh, because [p†_a p_b, p_c] = −δ_ac p_b. With (l_k)_ij = −iħε_kij, the hole term is ζ_p A, where

A(Φσ_a) = (i/2) Σ_k (R_kΦ) σ_aσ_k

and R_k replaces the hole orbital p_i by the cross product k×i. Thus R_x takes y→z and z→−y, and the others follow cyclically. Then

A|1⟩ = (i/2)[yz·z σ_x/√2 − xz·z σ_y/√2 − uσ_z]
= −(√2/4)|3⟩ + (√2/4)|5⟩ − ½|7⟩

A|2⟩ = (i/2)[−z2·y σ_x + z2·x σ_y]
= −(√2/4)|4⟩ − (√6/4)|6⟩

These two columns fix the whole matrix. Since l·s/ħ² is ½ for j = 3/2 and −1 for j = 1/2, A is −½ for a p3/2 hole (L₃) and +1 for a p1/2 hole (L₂). The projector on p1/2 is therefore (2/3)(A + ½). A p1/2 hole gives J = 1, 2 with d3/2 and J = 2, 3 with d5/2, hence two T₁u levels. Projecting |1⟩ and |2⟩ gives two orthogonal vectors, which span them:

w_t = (1, 0, −1/√2, 0, 1/√2, 0, −1)/√3
w_e = (0, 1, 0, −1/√2, 0, −√(3/2), 0)/√3
A = −½ + (3/2)(w_t w_tᵀ + w_e w_eᵀ)

*Spin-orbit coupling of the d electron.* With l = −iħD and D = r×∇, this term is ζ_d B, where

B(Φσ_a) = −(i/2) Σ_k (D_kΦ) σ_kσ_a

D_x takes y→−z and z→y by the product rule, and the others follow cyclically. On the normalized orbitals:

D_x: xz→xy, yz→2q_x, z2→√3 yz
D_y: xz→2q_y, yz→−xy, z2→−√3 xz
D_z: xz→−yz, yz→xz, z2→0

Hence

B|1⟩ = −(i/2)[(xy·x + 2q_x·y)σ_x/√2 + (2q_y·x − xy·y)σ_y/√2 − uσ_z]
= (√2/4)(|3⟩+|5⟩) + (√3/2)|4⟩ + ½|6⟩ + ½|7⟩

B|2⟩ = −(i√3/2)[yz·z σ_x − xz·z σ_y] = (√3/2)(|3⟩−|5⟩)

For |7⟩, use σ_xσ_z = −iσ_y and σ_yσ_z = iσ_x, with

D_x u = (2q_x·x − xy·y)/√2, D_y u = −(xy·x + 2q_y·y)/√2, D_z u = t_z

B|7⟩ = ½[−iσ_y D_x u + iσ_x D_y u + t_z]
= ½|1⟩ + (√2/4)(|3⟩+|5⟩) − |6⟩

B is 1 for d5/2 and −3/2 for d3/2, so (2/5)(1−B) projects on d3/2. A d3/2 electron gives J = 0–3 with p3/2 and J = 1, 2 with p1/2, hence three T₁u levels. Applying 1−B to |1⟩+|7⟩, |1⟩−|7⟩ and |2⟩, and rescaling, gives

Q_a = (1, 0, −√2, −√3, −√2, 1, 1)
Q_b = (√3, 0, 0, −1, 0, −√3, −√3)
Q_c = (0, 2, −√3, 0, √3, 0, 0)

They are mutually orthogonal and each has squared length 10. The projector is the sum of QQᵀ/10, so

B = 1 − ¼(Q_aQ_aᵀ + Q_bQ_bᵀ + Q_cQ_cᵀ)

*Cubic field.* The t₂g orbitals lie at −4Dq and the e_g orbitals at +6Dq. This is 10Dq·C with C = diag(−0.4, 0.6, −0.4, 0.6, −0.4, 0.6, −0.4).

*Exchange.* The Coulomb term takes the pair (m′,i′) to (m,i) by scattering electrons from d_m′ and p_i into d_m and p_i′. In the direct process d goes to d and p to p; reordering the p operators gives it a minus sign. The exchange process has the opposite sign, and in it each pair acts through its transition density d_m p_i. The spin factor is (Tr σ_a)²/2, which is 2 for singlets and 0 for triplets.

Averages over the sphere give ⟨xz|cosθ|x⟩ = 1/√5 and ⟨z2|cosθ|z⟩ = 2/√15. The k = 1 density amplitudes of |1⟩ and |2⟩ are then √(2/5) and √(4/15), that is, √(2/3) times the unit vector

b = (√(3/5), √(2/5), 0, 0, 0, 0, 0)

The energy is 2·(2/3)G¹ = 4G¹/3 on b. For k = 3 the operator is (5cos³θ − 3cosθ)/2. Its amplitudes are −3√10/35 and 3√15/35, with squares summing to 9/49, along

f = (√(2/5), −√(3/5), 0, 0, 0, 0, 0)

up to sign. The energy is 18G³/49 on f. So b is ¹P and f is ¹F.

*Direct term.* Within one shell the k = 2 harmonics are proportional (Wigner–Eckart) to the traceless tensor T_ab = ½(l_al_b + l_bl_a) − δ_ab l²/3. Contracting the tensors of two electrons and using the commutators of l gives Σ T₁,ab T₂,ab/ħ⁴ = X² + X/2 − l₁(l₁+1)l₂(l₂+1)/3. For a p and a d electron the k = 2 interaction is therefore proportional to 3X² + (3/2)X − 12, with X = l₁·l₂/ħ² = −3, −1, 2 for P, D, F. This gives 10.5, −10.5, 3. The stretched F state, the product Y₁₁Y₂₂, fixes the scale. The averages of cos²θ in these orbitals are 1/5 and 1/7, so those of (3cos²θ − 1)/2 are −1/5 and −2/7, and the coefficient of F² is (−1/5)(−2/7) = 2/35. The hole reverses the sign, so P, D, F have −F²/5, +F²/5, −2F²/35.

In the T₁u orbital pairs, P and F have the (t, e) components of b and f. In the T₂u pairs, the density z(x²−y²) picks out F = (√2 t′ + e′)/√3, leaving D = (t′ − √2 e′)/√3. The E_u pair u belongs to D. The direct matrix F²K therefore has the blocks

(1,2) and (3,4): K = [−5, −√6; −√6, −4]/35
(5,6): K = [1, −3√2; −3√2, 4]/35
(7): K = 1/5

*Result.*

H = ζ_p A + ζ_d B + 10Dq C + F²K + (4G¹/3) b bᵀ + (18G³/49) f fᵀ

The dipole operator conserves spin and creates the same k = 1 density, so it excites b alone. With R the radial integral of r between 2p and 3d, the total strength is 2·(2/3)R² = 4R²/3. An eigenvector v_n has the share

I_n = (b·v_n)², with Σ I_n = 1

The diagonal element bᵀHb is the centroid. A and B vanish between |1⟩ and |2⟩, the cubic field gives −0.4·(3/5) + 0.6·(2/5) = 0, and f is orthogonal to b. The centroid is therefore −F²/5 + 4G¹/3.

*Limits.* Without spin-orbit coupling the triplets are dark and two singlet lines remain. Without the cubic field only the three J = 1 levels are seen. With ζ_p and 10Dq alone, A₁₁ = A₂₂ = 0 puts one third of each orbital part in L₂. The four lines, in order of energy for the parameters used here, have weights 2/5, 4/15, 1/5, 2/15.

**(c) The edge**

As a sample element,

H₁₁ = −0.8 − 5/7 + (4/5)·4 + (36/245)·2 = 1.980 eV

Diagonalization gives the following energies, intensities and weights.

n | E−E₀ (eV) | I_n | e_g | p1/2
1 | −3.340 | 0.004 | 0.014 | 0.009
2 | −2.566 | 0.007 | 0.059 | 0.007
3 | −1.509 | 0.050 | 0.264 | 0.003
4 | −1.104 | 0.012 | 0.885 | 0.010
5 | 0.983 | 0.259 | 0.742 | 0.099
6 | 4.322 | 0.140 | 0.246 | 0.953
7 | 6.810 | 0.528 | 0.791 | 0.919

All seven lines have intensity. The centroid is −1 + 5.333 = 4.333 eV. Lines 1–5 are mainly L₃ and lines 6–7 mainly L₂. Lines 6 and 7 are 2.49 eV apart. This spacing is not a direct reading of the cubic splitting: with 10Dq = 0 and the other parameters unchanged, the upper two eigenvalues of H are still 2.06 eV apart, although the lower one is then a dark J = 3 level. It gains intensity as the field is turned on: for 10Dq = 0.5, 1 and 2 eV the spacing is 2.02, 2.08 and 2.49 eV, with I₆ = 0.011, 0.043 and 0.140.

Giving every line a Lorentzian of half width γ = 0.20 eV at half maximum,

S(E) = Σ I_n (γ/π)/[(E−E_n)² + γ²]

has six maxima, at −3.33, −2.56, −1.50, 0.98, 4.32 and 6.81 eV. At this width line 4 produces no maximum of its own; with γ = 0.10 eV it does, near −1.11 eV. A common width is a simplification: unequal lifetimes would change the heights and can change the number of maxima.

The upper two lines carry 0.668 of the intensity, against 1/3 with ζ_p and 10Dq alone. The role of G¹ can be derived. For nondegenerate levels, first-order perturbation theory gives

dE_n/dG¹ = (4/3)(b·v_n)² = 4I_n/3

The sum E₆+E₇ is the largest trace of H over two-dimensional subspaces. Each such trace is linear in G¹, so their maximum is convex and its slope, 4(I₆+I₇)/3, cannot decrease. Raising G¹ therefore never lowers the share of the upper two lines. These lines count as L₂ only while they keep their p1/2 character, as they do at G¹ = 4 eV (weights 0.953 and 0.919); for G¹ ≫ ζ_p the top line tends to b, whose p1/2 weight is 1/3. The share of the upper two lines is 0.221, 0.421 and 0.668 for G¹ = 0, 2 and 4 eV. The value at G¹ = 0 lies below 1/3, so the remaining terms F², G³ and ζ_d together act the other way here.

The numerical check compares these energies and intensities with a calculation in all 60 determinants. It tests the algebra, not the model, which leaves out charge transfer, distortions of the site and coupling to vibrations.

Computed values

```
Parameters (eV): zeta_p=4, zeta_d=0.03, tenDq=2, F2=5, G1=4, G3=2
Lorentzian half width at half maximum: 0.20 eV
J=0: 1 level(s), each -> A1u
J=1: 3 level(s), each -> T1u
J=2: 4 level(s), each -> Eu + T2u
J=3: 3 level(s), each -> A2u + T1u + T2u
J=4: 1 level(s), each -> A1u + Eu + T1u + T2u
Levels in Oh: 2 A1u, 3 A2u, 5 Eu, 7 T1u, 8 T2u
Total z-dipole strength / R^2: 1.3333
7x7 matrix for the example (eV):
  1.9796   1.9029  -1.4036   0.0260   1.4248   0.0150  -1.9850
  1.9029   3.2027   0.0260  -1.4142  -0.0260  -2.4495   0.0000
 -1.4036   0.0260  -2.5218  -0.3683  -0.9925   0.0106   1.4248
  0.0260  -1.4142  -0.3683  -0.3714  -0.0184   1.7321   0.0000
  1.4248  -0.0260  -0.9925  -0.0184  -1.6646  -0.5955  -1.4036
  0.0150  -2.4495   0.0106   1.7321  -0.5955   2.7714  -0.0300
 -1.9850   0.0000   1.4248   0.0000  -1.4036  -0.0300   0.2000
n, E-E0 (eV), intensity, weights of eg, p1/2 hole, triplet:
1   -3.340   0.00425   0.014   0.009   0.992
2   -2.566   0.00665   0.059   0.007   0.935
3   -1.509   0.04997   0.264   0.003   0.475
4   -1.104   0.01231   0.885   0.010   0.984
5    0.983   0.25911   0.742   0.099   0.614
6    4.322   0.13988   0.246   0.953   0.600
7    6.810   0.52784   0.791   0.919   0.401
Sum of intensities: 1.00000
Centroid E-E0: 4.3333 eV
Visible lines without spin-orbit, without cubic field, with all: 2 3 7
Only zeta_p and 10Dq: E-E0 (eV), intensity:
   -2.800   0.4000
   -0.800   0.2667
    3.200   0.2000
    5.200   0.1333
Maxima of the broadened edge: E-E0 (eV), height (1/eV):
    -3.33   0.0099
    -2.56   0.0160
    -1.50   0.0872
     0.98   0.4149
     4.32   0.2296
     6.81   0.8421
Intensity share of the upper two lines at G1=0.0 eV: 0.2213
Intensity share of the upper two lines at G1=2.0 eV: 0.4208
Intensity share of the upper two lines at G1=4.0 eV: 0.6677
```
